# What stress does the Parrinello-Rahman cell hold fixed at finite strain?

**Q:** I want a crystal under 12 GPa along $x$ and $y$ but 6 GPa along $z$. I give the Parrinello-Rahman equations the stress $S=\mathrm{diag}(12,12,6)$ GPa and let the cell move. Once it settles, the internal Cauchy stress must be $S$, because any difference would keep pushing the cell. With a hydrostatic load this works, so why not here?

**A:** Let us see which difference does the pushing. I count compression as positive. The columns of $h$ are the lattice vectors, $\Omega=\det h$, and atom $i$ sits at $r_i=hs_i$. A fixed reference cell $h_0$ has volume $\Omega_0$. Write

$$F=hh_0^{-1},\qquad J=\det F=\Omega/\Omega_0,\qquad D=S-p\,1,$$

where $p$ is the part of the load treated as a pressure. I first choose $p=\mathrm{Tr}\,S/3$. For your load $p=10$ GPa and $D=\mathrm{diag}(2,2,-4)$ GPa. The Lagrangian is

$$L=\sum_i\tfrac12 m_i|h\dot s_i|^2-U+\tfrac12W\,\mathrm{Tr}(\dot h^T\dot h)-p\Omega-\tfrac12\mathrm{Tr}(\Sigma h^Th),$$

$$\Sigma=\Omega_0h_0^{-1}Dh_0^{-T}.$$

Here $W$ is the cell mass. In a first-principles run $U$ is the Born-Oppenheimer energy. The derivation needs the computed stress to be the derivative of that same energy at fixed $s_i$.

**Q:** Then vary $h$. Where does the Cauchy stress enter?

**A:** Take the terms in turn, with $v_i=h\dot s_i$.

The kinetic term has derivative $m_iv_i\dot s_i^T$ with respect to $h$. Since $\dot s_i=h^{-1}v_i$, this is $m_iv_iv_i^Th^{-T}$.

For the potential energy, a change $\delta h$ at fixed $s_i$ is a homogeneous deformation $\varepsilon=\delta h\,h^{-1}$. The virial stress $P_v$ is defined by $\delta U=-\Omega\,\mathrm{Tr}(P_v\varepsilon)$, and it is symmetric because $U$ does not change under rotation. Hence $\partial U/\partial h=-\Omega P_vh^{-T}$.

The volume obeys $\delta\Omega=\Omega\,\mathrm{Tr}(h^{-1}\delta h)$, so $\partial\Omega/\partial h=\Omega h^{-T}$. Because $\Sigma$ is symmetric, the last term changes by $\mathrm{Tr}(\Sigma h^T\delta h)$, and its derivative is $h\Sigma$.

Collecting these with their signs in $L$ gives

$$W\ddot h=\Omega(P-p\,1)h^{-T}-h\Sigma,\qquad P=\frac1\Omega\sum_im_iv_iv_i^T+P_v .$$

$P$ is the internal Cauchy stress. If $D=0$, then $\Sigma=0$ and the cell stops accelerating when $P=p\,1$, whatever its strain. That is your hydrostatic experience, and it is right.

**Q:** And with $D\neq0$ the cell stops at $P-p\,1=D$?

**A:** Set $\ddot h=0$ and multiply from the right by $h^T/\Omega$:

$$P-p\,1=\frac1\Omega h\Sigma h^T=\frac{\Omega_0}{\Omega}\,hh_0^{-1}D\,h_0^{-T}h^T .$$

The factors beside $D$ are $F$ and $F^T$, so

$$\boxed{P=p\,1+\frac1J\,FDF^T.}$$

The requested anisotropic stress is carried along by the deformation. At $F=1$ your reading holds. Otherwise, equality with $S$ requires $FDF^T=JD$. For diagonal $F$ and $D$ this means $\lambda_i^2=J$ for every axis with $D_{ii}\neq0$, where $\lambda_i$ are the stretches. A general strained cell does not satisfy that.

**Q:** If the Cauchy stress is not fixed, is anything fixed apart from the symbol $D$?

**A:** Yes, a stress measured relative to the reference. Put $C=F^TF$ and $E=\tfrac12(C-1)$, the finite strain. Using the cyclic property of the trace,

$$\tfrac12\mathrm{Tr}(\Sigma h^Th)=\tfrac12\Omega_0\mathrm{Tr}(DC)=\Omega_0\mathrm{Tr}(DE)+\text{constant}.$$

This energy is linear in $E$, with the constant coefficient $D$. The stress conjugate to $E$ is the thermodynamic tension, also called the second Piola-Kirchhoff stress,

$$T=JF^{-1}PF^{-T}.$$

To see the conjugacy, use $\delta E=\tfrac12(F^T\delta F+\delta F^TF)$ and the symmetry of $T$:

$$\Omega_0\mathrm{Tr}(T\delta E)=\Omega_0\mathrm{Tr}(TF^T\delta F)=\Omega_0J\,\mathrm{Tr}(F^{-1}P\,\delta F)=\Omega\,\mathrm{Tr}(P\,\delta F\,F^{-1}).$$

The last expression is the work of the Cauchy stress, up to the sign that goes with counting compression as positive. Now pull the balance equation back to the reference:

$$JF^{-1}(P-p\,1)F^{-T}=D,\qquad T=D+pJC^{-1}.$$

So the anisotropic part of the load is imposed as a tension, while $p$ is imposed as a true pressure. The total tension $T$ is not constant under strain when $p\neq0$.

There is also a consequence for directions. The cell potential depends on $h$ through $C$ and $\Omega$, neither of which notices a rotation. If $F$ becomes $RF$, with $R$ a rotation, the balanced stress becomes $RPR^T$. The load does not hold the stress axes fixed in the laboratory.

**Q:** How large is the effect for my load? A few per cent of strain sounds harmless.

**A:** Take a model fcc crystal with the pair energy

$$\phi(r)=0.3\,\text{eV}\,(x^2-2x),\qquad x=e^{-2.0(r-2.8)},$$

with $r$ in Å. A constant and a linear term are subtracted so that energy and force vanish at 5.0 Å. These are round model parameters, not a first-principles description of a material.

I choose $h_0$ as the cubic cell relaxed at 10 GPa, with edge 3.8367 Å. The atoms stay at their lattice sites. Newton's method, with derivatives from energy differences, finds the stationary cell. There the stretches are $\lambda_x=\lambda_y=0.9829$ and $\lambda_z=1.0377$, with $J=1.0025$. The balance formula gives

$$P_{zz}=10-4\,\frac{1.0377^2}{1.0025}=5.70\ \text{GPa},$$

$$P_{xx}=10+2\,\frac{0.9829^2}{1.0025}=11.93\ \text{GPa}.$$

Differentiating the lattice energy with respect to strain gives the same stresses. The axial stress misses your 6 GPa by 0.30 GPa, which is 5% of 6 GPa and 7% of the 4 GPa anisotropic part. The stress difference $P_{xx}-P_{zz}$ is 6.22 GPa instead of 6 GPa.

The total tension is not your $S$ either:

$$T_{zz}=-4+10\,\frac{1.0025}{1.0377^2}=5.31\ \text{GPa}.$$

**Q:** Then the split into $p$ and $D$ cannot be mere bookkeeping. Suppose I put all of $S$ into $\Sigma$ and drop the pressure term.

**A:** That is a different load. With $p=0$ and $D=S$, the balance becomes

$$P=\frac1JFSF^T,\qquad T=S .$$

Now the total tension is fixed at $S$. With the same crystal and reference, the cell settles at $\lambda_z=1.0324$ and $J=1.0019$, and

$$P_{zz}=6\,\frac{1.0324^2}{1.0019}=6.38\ \text{GPa}.$$

Similarly $P_{xx}=11.62$ GPa. The axial error has changed sign, and the formulas show why. In both cases $\lambda_z^2/J$ exceeds one. Before, it enlarged the negative number $-4$; now it enlarges the positive number $6$. The same $S$ and $h_0$ therefore give axial Cauchy stresses of 5.70 or 6.38 GPa, depending on the split. An input stress does not specify the calculation until $p$ and $h_0$ are given too.

**Q:** I once compared the output stress with the input for a weak load and saw no difference. Was that luck?

**A:** No, it follows from the small-strain limit. Remove any rotation and write $F=1+e$ with $e$ symmetric and small. To first order in $e$,

$$FDF^T\approx D+eD+De,\qquad J^{-1}\approx1-\mathrm{Tr}\,e .$$

Multiply these, drop terms of order $e^2$, and subtract $D$:

$$P-S\approx eD+De-\mathrm{Tr}(e)\,D .$$

If $h_0$ was relaxed at the pressure $p$, then $e$ vanishes with $D$ and, for a stable crystal in linear response, is proportional to it. The error is then quadratic in $D$.

In the model crystal I keep $p=10$ GPa and scale only $D$. One eighth of the original $D$ gives a $zz$ error of $-0.0053$ GPa, and one sixteenth gives $-0.0013$ GPa. Halving $D$ divides the error by 3.95, close to four. At one sixteenth, $D_{zz}=-0.25$ GPa, so the error is about 0.5% of it. With the full $D$ it was 7%.

A badly chosen reference removes this protection. Suppose $D$ is weak but the crystal at pressure $p$ has edges $\lambda$ times those of $h_0$. To leading order in $D$ we may put $F=\lambda1$, and then

$$P-p\,1\approx\frac{\lambda^2}{\lambda^3}D=\frac D\lambda .$$

The error is now linear in the load. A reference edge that is 2% too short reduces the anisotropic stress by about 2%, however weak the load.

**Q:** All this is for a cell at rest. In molecular dynamics $h$ never stops, so perhaps the average stress is still $S$.

**A:** Average the equation of motion over a time $t$. The left side is

$$\frac Wt\int_0^t\ddot h\,dt'=\frac{W[\dot h(t)-\dot h(0)]}{t},$$

which tends to zero if $\dot h$ stays bounded. In the long-time limit, therefore,

$$\langle\Omega(P-p\,1)h^{-T}\rangle=\langle h\rangle\Sigma .$$

No thermostat or choice of ensemble was needed. To obtain a formula for $\langle P\rangle$ itself, we replace the average of the product on the left by the product formed from $\langle P\rangle$ and the mean cell. That neglects correlated fluctuations of stress and cell. The boxed formula then holds approximately, with $F$ taken from the mean cell.

I ran the undamped equations for 108 model atoms of mass 60 u, with a cell mass of 1000 u and a 2 fs step. The atoms started on their sites with random velocities drawn at 600 K. The first 3 ps were discarded and the next 12 ps averaged, at a mean temperature of 240 K. The mean cell was stretched by 1.043 along $z$ relative to $h_0$. The mean $P_{zz}$ was 5.69 GPa, and the formula with the mean cell gives 5.70 GPa. Other random velocities shift the mean temperature by tens of kelvin, the stretch by about 0.001 and the mean stresses by up to about 0.01 GPa. Thermal motion has not brought the average to 6 GPa.

The argument needs a bounded trajectory. A traceless nonzero $D$ has a negative eigenvalue, so $\tfrac12\Omega_0\mathrm{Tr}(DC)$ falls without limit as the cell is stretched along that direction. The crystal's own cohesion must hold it in a metastable state. If the crystal yields or flows, there is no fixed mean cell to insert. The cell must also not rotate as a whole. A spinning cell keeps $\dot h$ bounded, but the stress axes turn with it and $\langle h\rangle$ shrinks toward a singular matrix, so the formula with the mean cell fails. The antisymmetric part of $W\dot hh^T$ is conserved, because $W\ddot hh^T$ is symmetric; the run above started with $\dot h=0$, so its cell carried no angular momentum.

**Q:** Why not choose a better cell potential, one whose balance condition is $P=S$ at every strain?

**A:** For a non-hydrostatic $S$ there is none. If such a potential existed, its load would do no net work when the cell is taken around a closed loop. A constant Cauchy load does the work

$$\delta w=-\Omega\,\mathrm{Tr}(S\,\delta F\,F^{-1}).$$

Take $S$ diagonal and $F=\mathrm{diag}(\lambda_x,1,\lambda_z)$, so that $\Omega=\Omega_0\lambda_x\lambda_z$. Then

$$\delta w=-\Omega_0(S_{xx}\lambda_z\,d\lambda_x+S_{zz}\lambda_x\,d\lambda_z).$$

Go around a rectangle of area $A$ in the $(\lambda_x,\lambda_z)$ plane, increasing $\lambda_x$ first and then $\lambda_z$. Green's theorem gives

$$\oint\delta w=\Omega_0\left[\frac{\partial(-S_{zz}\lambda_x)}{\partial\lambda_x}-\frac{\partial(-S_{xx}\lambda_z)}{\partial\lambda_z}\right]A=\Omega_0(S_{xx}-S_{zz})A .$$

This vanishes for equal stresses, where the load has the potential $p\Omega$. A non-hydrostatic $S$ has at least two unequal principal values, and we can lay $x$ and $z$ along their axes.

For your load and a square of side 0.05, $(S_{xx}-S_{zz})A=6\times0.0025=0.015$ GPa. The reference volume per atom is $3.8367^3/4=14.12$ Å$^3$. Since 1 GPa Å$^3$ is 6.24 meV, the loop work is $0.015\times14.12\times6.24=1.32$ meV per atom. No function of $h$ can account for it. The Parrinello-Rahman load does derive from a function of $h$, which is why its dynamics has a conserved energy. The price is that its anisotropic part is not a constant Cauchy stress.

**Q:** I still need 12, 12 and 6 GPa in the crystal. What should I do?

**A:** Move the reference to the answer. Relax the cell, take the result as the new $h_0$, rebuild $\Sigma$ with the same $p$ and $D$, and repeat. If the cell no longer changes, then $F=1$ and the boxed formula gives $P=S$.

In the static model, $P_{zz}$ after successive relaxations is 5.703, 6.009 and 6.000 GPa. The second relaxation has only to remove the 0.30 GPa left by the first, so its strain $e$ is small. The new error is of order $eD$, hence much smaller. It has the opposite sign because the cell now shortens along $z$, which reduces the factor multiplying $-4$ GPa.

The long edge goes from 3.981 Å after the first relaxation to 3.975 Å at the true load. The difference is 0.006 Å, or about 4% of the elongation from 3.837 Å that the load produces.

Fast convergence is not guaranteed. Near an elastic instability a small leftover stress causes a large strain, and the argument for a small next error fails.

**Q:** Does the same procedure work at finite temperature?

**A:** Use the mean cell as the new reference. In the model I started a second run from the mean cell of the first, with new random velocities and the same averaging times. The mean stresses were 12.00, 12.00 and 6.01 GPa.

That run had a mean temperature of 313 K, not 240 K. Neither run had a thermostat, and with only 108 atoms the drawn velocities scatter: the starting kinetic temperatures were 492 K and 631 K, and each run kept about half of its starting value. The old mean cell therefore need not be the mean cell at the new temperature, and a further reset could be made.

Each reset changes $\Sigma$ and with it the conserved energy, so energy conservation should be judged between resets.

**Q:** Could I instead update $\Sigma$ at every step, so that the target is always the true stress?

**A:** You could set $\Sigma(h)=\Omega h^{-1}(S-p\,1)h^{-T}$ directly in the equation of motion. Then $h\Sigma=\Omega(S-p\,1)h^{-T}$, and

$$W\ddot h=\Omega(P-S)h^{-T}.$$

Its balance condition is $P=S$, as you first assumed. But this is the constant Cauchy load whose loop work we have just found, so no potential energy of the cell completes a conserved total. With a fixed $\Sigma$ you keep the conserved energy and should report $p$, $D$, $h_0$ and the measured mean Cauchy stress, not the input $S$ in its place.
